# CC2 Excitation Energies from a Frequency-Dependent Singles Matrix

Before asking for a CC2 excited state, one must decide how to identify it, by its place in the list of roots or by the character of its vector, and how to solve for its energy, by repeated substitution or by Newton's method. The lowest doubles pole, the smallest value of $\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j$, settles only part of this. Above it, root order becomes unreliable. Whether substitution converges depends on the singles weight of the state.

## The equations to be differentiated

The reference is a closed-shell Hartree–Fock determinant $|0\rangle$ with real canonical orbitals. Indices $i,j,k,l,m$ are occupied, $a,b,c,d$ virtual, $p,q,r,s,x$ general. With $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$ and $g_{pqrs}=(pq|rs)$,
$$T_1=\sum t_{ai}E_{ai},\qquad T_2=\tfrac12\sum t_{aibj}E_{ai}E_{bj},\qquad t_{aibj}=t_{bjai}.$$
These operators generate singlet states only.

Let $t$ also denote the matrix whose only nonzero block is $t_{ai}$. Since $[T_1,a_i^\dagger]=\sum_a t_{ai}a_a^\dagger$ and $[a_a,T_1]=\sum_i t_{ai}a_i$, the transformation $\hat H=e^{-T_1}He^{T_1}$ merely dresses the integrals:
$$\hat h=(1-t)\,h\,(1+t),$$
with $1-t$ on each creation index and $1+t$ on each annihilation index of $\hat g$. The dressed Fock matrix is $\hat F_{pq}=\hat h_{pq}+\sum_k(2\hat g_{pqkk}-\hat g_{pkkq})$.

CC2 keeps $\hat H+[\hat H,T_2]$ in the singles equations, but only $\hat H+[F,T_2]$ in the doubles equations, where $F$ is the undressed Fock operator. Because $[F,E_{ai}]=(\varepsilon_a-\varepsilon_i)E_{ai}$, the coefficients of $\frac12E_{ai}E_{bj}|0\rangle$ give
$$\hat g_{aibj}+D_{aibj}t_{aibj}=0,\qquad D_{aibj}=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j.$$

For the singles we need the action of a de-excitation on a double. From $[E_{pq},E_{rs}]=\delta_{qr}E_{ps}-\delta_{ps}E_{rq}$ and $E_{kj}|0\rangle=2\delta_{kj}|0\rangle$,
$$E_{kc}E_{ai}E_{bj}|0\rangle=\big(2\delta_{cb}\delta_{kj}E_{ai}+2\delta_{ca}\delta_{ki}E_{bj}-\delta_{ca}\delta_{kj}E_{bi}-\delta_{cb}\delta_{ki}E_{aj}\big)|0\rangle .$$
Contraction with $\frac12t_{aibj}$ makes the first two terms equal, and likewise the last two, so
$$E_{kc}T_2|0\rangle=\sum_{ai}u_{aick}E_{ai}|0\rangle,\qquad u_{aibj}=2t_{aibj}-t_{biaj}.$$

Three parts of $\hat H$ lower a double to a single:

- The one-electron part $\hat h_{kc}E_{kc}$ gives $\sum\hat h_{kc}u_{aick}$.
- The part $\hat g_{adkc}E_{ad}E_{kc}$ occurs in two orders, which cancels the factor $\frac12$ in $\hat H$. It gives $\sum\hat g_{adkc}u_{dick}$.
- The part $\hat g_{kilc}(E_{ki}E_{lc}-\delta_{il}E_{kc})$ requires $E_{ki}E_{aj}|0\rangle=(2\delta_{ki}E_{aj}-\delta_{kj}E_{ai})|0\rangle$. The term with factor 2 and the $\delta_{il}$ term complete $\hat h_{kc}$ to $\hat F_{kc}$. The remainder is $-\sum\hat g_{kilc}u_{akcl}$.

The product $T_2\hat H|0\rangle$ contains no singles. In $\hat H|0\rangle$, closing one index pair on the occupied orbitals gives the coefficient $\hat F_{ai}$. The singles equations are therefore
$$\Omega_{ai}=\hat F_{ai}+\sum_{kc}\hat F_{kc}u_{aick}+\sum_{kcd}\hat g_{adkc}u_{dick}-\sum_{klc}\hat g_{kilc}u_{akcl}=0 .$$

## Eliminating the doubles

Change $t$ by a small multiple of a singles matrix $R$. Products of two virtual–occupied matrices vanish, so $R=R(1-t)=(1+t)R$, and
$$\delta\hat h=-Rh(1+t)+(1-t)hR=\hat hR-R\hat h .$$
In the same way,
$$\delta\hat g_{pqrs}=\sum_x(\hat g_{pxrs}R_{xq}+\hat g_{pqrx}R_{xs}-R_{px}\hat g_{xqrs}-R_{rx}\hat g_{pqxs}).$$
Inserting $\delta\hat h$ and $\delta\hat g$ into $\Omega$ at fixed $t_{aibj}$ gives $A_{SS}R$. The doubles equation supplies the driver $A_{DS}R=B$:
$$B_{aibj}=\sum_c(\hat g_{acbj}R_{ci}+\hat g_{aibc}R_{cj})-\sum_k(R_{ak}\hat g_{kibj}+R_{bk}\hat g_{aikj}).$$
Since $\Omega$ is linear in the doubles, $A_{SD}r$ is the sum of its three $u$ terms with $r_{aibj}$ in place of $t_{aibj}$. The Jacobian eigenproblem is
$$A_{SS}R+A_{SD}r=\omega R,\qquad B+Dr=\omega r .$$
If $\omega$ equals no element of $D$, the second equation gives $r_{aibj}=-B_{aibj}/(D_{aibj}-\omega)$, and the first becomes
$$A_{\rm eff}(\omega)R=\omega R,\qquad A_{\rm eff}(\omega)=A_{SS}-A_{SD}(D-\omega)^{-1}A_{DS}.$$
The steps can be reversed, so away from the poles the two problems have the same roots. A root lying at a pole needs separate treatment. In particular, a state with no singles part must satisfy $(D-\omega)r=0$ and $A_{SD}r=0$.

One product with $A_{\rm eff}$ runs as follows.

1. Form $\sigma=A_{SS}R$.
2. For one ordered occupied pair $(i,j)$, form $B_{aibj}$ for all $a,b$, divide by $-(D_{aibj}-\omega)$, and form $u_{aibj}=2r_{aibj}-r_{biaj}$.
3. Add $\sum_{cd}\hat g_{adic}u_{cidj}$ to $\sigma_{aj}$ and $\sum_c\hat F_{jc}u_{aicj}$ to $\sigma_{ai}$. Subtract $\sum_c\hat g_{imjc}u_{aicj}$ from $\sigma_{am}$ for every $m$.
4. Discard the block and take the next pair, until all $o^2$ ordered pairs are done.

With $o$ occupied and $v$ virtual orbitals, the excited-state doubles need $v^2$ numbers at a time instead of about $o^2v^2/2$. The work per trial vector scales as $o^2v^3+o^3v^2$. The storage of integrals is a separate matter.

## Slope and normalization

Let $\lambda(\omega)$ be a simple eigenvalue of $A_{\rm eff}(\omega)$ with left and right vectors $l$ and $R$. Differentiate $A_{\rm eff}R=\lambda R$ and multiply by $l$ from the left. The terms in $dR/d\omega$ cancel, leaving
$$\lambda'=\frac{l\,A_{\rm eff}'R}{l\cdot R}=-\frac{l\,A_{SD}(D-\omega)^{-2}A_{DS}R}{l\cdot R}.$$
At a root, the doubles part of the left vector follows from $lA_{SD}+l_DD=\omega l_D$, that is, $l_D=-lA_{SD}(D-\omega)^{-1}$. Multiplying by $r=-(D-\omega)^{-1}A_{DS}R$ shows that the numerator above is $l_D\cdot r$, hence
$$\lambda'=-\frac{l_D\cdot r}{l\cdot R}.$$
The full vectors are normalized by $l\cdot R+l_D\cdot r=1$, with each distinct double counted once. The singles weight is then
$$w_1=l\cdot R=\frac1{1-\lambda'} .$$
Vectors delivered by the small problem with $l\cdot R=1$ must therefore each be multiplied by $\sqrt{w_1}$ (for $w_1>0$) before properties are computed. For a symmetric Jacobian $0\le w_1\le1$. The CC2 Jacobian is not symmetric, so these limits are not guaranteed, and the formula fails where $l\cdot R=0$.

Singles parts of different states are not biorthogonal. For roots $\omega_m\ne\omega_n$, take $A_{\rm eff}(\omega_n)R_n=\omega_nR_n$ and $l_mA_{\rm eff}(\omega_m)=\omega_ml_m$, and subtract:
$$l_m\cdot R_n=\frac{l_m[A_{\rm eff}(\omega_m)-A_{\rm eff}(\omega_n)]R_n}{\omega_m-\omega_n}.$$
The missing overlap is carried by the doubles, so the singles parts must not be forced to be orthogonal.

## Error of the iteration

Let $\omega_*$ be the root and $e_n=\omega_n-\omega_*$. Substitution, $\omega_{n+1}=\lambda(\omega_n)$, gives
$$e_{n+1}=\lambda'e_n+O(e_n^2).$$
For $\lambda'<0$ it converges locally if $|\lambda'|<1$, which means $w_1>\frac12$. Newton's method solves $\lambda-\omega+(\lambda'-1)\Delta\omega=0$:
$$\Delta\omega=\frac{\lambda(\omega)-\omega}{1-\lambda'},\qquad e_{n+1}\approx-\frac{\lambda''}{2(1-\lambda')}e_n^2 .$$
The first formula is also an error estimate: close to the root, the distance still to go, $\omega_*-\omega=-e_n$, is about $w_1$ times the residual $\lambda(\omega)-\omega$.

A model with one single at energy $\alpha$, one double at $p$ and squared coupling $c>0$ separates convergence from the position of the pole. Here $\lambda=\alpha+c/(\omega-p)$, so the roots obey
$$(\omega-\alpha)(\omega-p)=c,\qquad \lambda'=-\frac{c}{(\omega-p)^2}=-\frac{\omega-\alpha}{\omega-p}.$$
One root lies below both $\alpha$ and $p$, the other above both. Substitution converges to the root that is nearer to $\alpha$ than to $p$. If $\alpha<p$, this is the lower root. If $\alpha>p$, it is the upper root, above the pole, while the lower root repels the iteration although it lies below the pole. For $c\gg(\omega_*-p)^2$, Newton's error law becomes $e_{n+1}\approx-e_n^2/(\omega_*-p)$. The starting error must then be small compared with the distance to the pole.

## What changes at a pole

Near a nondegenerate pole $p$, let $X$ be the column of $A_{SD}$ and $Y$ the row of $A_{DS}$ belonging to that double. Then $A_{\rm eff}=M-XY/(p-\omega)$ with $M$ finite. The singular term has right vector $X$, left vector $Y$ and eigenvalue $-c/(p-\omega)$, where $c=Y\cdot X$. First-order perturbation by $M$ gives
$$\lambda\approx-\frac{c}{p-\omega}+\frac{YMX}{c}.$$
For $c>0$ one branch falls to $-\infty$ as $\omega$ approaches $p$ from below and re-enters from $+\infty$ above it. The order of the other branches shifts by one.

The shift can be counted. For $\sigma$ not at a pole, put $Z=A_{SD}(D-\sigma)^{-1}$ and $Z'=(D-\sigma)^{-1}A_{DS}$. Multiplying out confirms
$$A-\sigma=\begin{pmatrix}1&Z\\0&1\end{pmatrix}\begin{pmatrix}A_{\rm eff}(\sigma)-\sigma&0\\0&D-\sigma\end{pmatrix}\begin{pmatrix}1&0\\Z'&1\end{pmatrix}.$$
If $A$ is symmetric, the outer factors are transposes of each other, and such a transformation preserves the number of negative eigenvalues. Therefore
$$N_{\rm states}(\sigma)=N_{\rm branches}(\sigma)+N_{\rm poles}(\sigma),$$
where each term counts values below $\sigma$. For the nonsymmetric CC2 matrix the factorization still holds, but the count is not guaranteed and has to be checked. The nonlinear problem can thus have many more roots than there are singles.

## Water in a small basis

The example is water with bond length 0.96 Å and angle 104.5°, all electrons correlated, in the 6-31G basis. It has 5 occupied and 8 virtual orbitals, hence $5\times8=40$ singles and $40\times41/2=820$ distinct doubles. So small a basis tests the algorithm and does not predict a spectrum. From 6-31G to cc-pVDZ and aug-cc-pVDZ, the lowest CC2 energy moves from 8.35 to 8.09 and 7.08 eV, its singles weight from 0.959 to 0.953 and 0.927, and the lowest pole from 1.409 to 1.356 and $1.089\,E_h$. The lowest pole belongs to the double HOMO–LUMO excitation, at $2(0.2031+0.5012)=1.409\,E_h$.

| State | CIS start / $E_h$ | CC2 / $E_h$ | $\lambda'$ | $w_1$ |
|---|---|---|---|---|
| 1 | 0.3453 | 0.3068 | −0.043 | 0.959 |
| 2 | 0.4162 | 0.3914 | −0.038 | 0.963 |
| 3 | 0.4351 | 0.3983 | −0.046 | 0.956 |
| 4 | 0.5114 | 0.4902 | −0.040 | 0.962 |

The lowest energy is 8.35 eV. Its CIS start lies above the CC2 root by $0.34527-0.30683=0.0384\,E_h$. One substitution leaves an error of about $-0.043\times0.0384=-0.0017\,E_h$, if the slope is taken as constant. Each further step gains a factor of about 23. Reaching a step below $10^{-10}\,E_h$ took 8 substitutions, against 3 Newton steps. The roots and weights were tested against diagonalization of the full Jacobian.

Among the 12 lowest states, the largest mutual overlap of singles parts, $\sqrt{|(l_m\cdot R_n)(l_n\cdot R_m)|}$, is 0.025, between states 1 and 9. It is small here, but not zero.

The lowest pole has strength $c=0.001568\,E_h^2$. At $10^{-6}\,E_h$ from it, the leading term is $\mp1568\,E_h$; the computed branch lies at $-1564.9$ below and $+1570.7\,E_h$ above. Half the sum of these two values, $2.9\,E_h$, estimates the finite term $YMX/c$.

The state count was tested at three energies. Just below the pole, at $1.4077\,E_h$, there are 18 states and 18 branches. At $1.4382\,E_h$ there are $22=21+1$, and at $1.4862\,E_h$, $23=21+2$. From the first pole on, the $n$-th state is no longer on the $n$-th branch.

Two neighbouring states above the lowest pole behave in opposite ways. State 19, at $1.4133\,E_h$, is mainly the single excitation $3\to9$, with $w_1=0.993$ and $\lambda'=-0.007$; substitution converges to it. State 20, at $1.4137\,E_h$, is mainly the double excitation $5,5\to6,6$, with $w_1=0.020$. The computed slope is $\lambda'=-49.4$. The weight formula gives $1-1/0.0198\approx-49.5$, which agrees within the rounding of the weight, and the measured error factor is $-49.5$. A start only $5.0\times10^{-5}\,E_h$ away is thrown to an error of $-0.0025\,E_h$ in one step. The iteration then settles at $1.145\,E_h$, which is a root, but that of a different state, number 8. Newton's method from the same start returns to state 20. In both iterations the branch was chosen at each step by its overlap with the left singles vector of state 20, taken from the full Jacobian. A real calculation has only an approximate vector to follow, and that case was not run.

The isolated pole term would give state 20 a slope of $-c/(\omega-p)^2=-0.001568/0.00496^2\approx-64$ instead of $-49$. At this distance $c/(\omega-p)=0.32\,E_h$. With the finite term estimated above, the first-order formula would give $\lambda\approx0.32+2.9=3.2\,E_h$, whereas at the root $\lambda=\omega=1.41\,E_h$. The expansion does not apply to this state. It describes the diverging branch and requires $c/|\omega-p|$ to be large compared with the spread of the eigenvalues of $M$, about $20\,E_h$ because of the core excitations. At $\omega-p=10^{-5}\,E_h$ it gives $159.7\,E_h$ against a computed $159.9$, and at $10^{-4}\,E_h$ it gives $18.6$ against $24.1$. At the energy of state 20 the highest branch has levelled off at $21.5\,E_h$, and state 20 lies on branch 19 of 40.

## A converged root can still be a poor energy

Solving the equation accurately does not repair the doubles block. For the excitation of both electrons from orbital $i$ to orbital $a$, let $\tilde h$ contain the one-electron energy and the field of all other pairs. Then $\varepsilon_i=\tilde h_{ii}+J_{ii}$ and $\varepsilon_a=\tilde h_{aa}+2J_{ia}-K_{ia}$, with $J_{pq}=(pp|qq)$ and $K_{pq}=(pq|pq)$. The determinant energies differ by
$$2\tilde h_{aa}+J_{aa}-2\tilde h_{ii}-J_{ii}=2(\varepsilon_a-\varepsilon_i)+J_{ii}+J_{aa}-4J_{ia}+2K_{ia}.$$
CC2 keeps only the first term in $D$.

For the HOMO–LUMO double in STO-3G, where full CI is affordable, the orbital-energy gap $2(\varepsilon_a-\varepsilon_i)$ is $1.988\,E_h$ and the determinant difference is $1.187\,E_h$. CC2 gives $2.000\,E_h$ and full CI $0.994\,E_h$, so the CC2 error relative to full CI in this basis is $1.01\,E_h$. For the corresponding single excitation it is $0.4713-0.4553=0.016\,E_h$. The integrals missing from $D$ would lower the orbital-energy gap by $0.80\,E_h$. The remaining $0.2\,E_h$ of the CC2 error cannot be assigned to one cause, because the full CI state, chosen by its largest overlap, contains the double determinant with a weight of only 0.41. Further weights of 0.24, 0.13 and 0.11 lie in states at 1.070, 1.344 and $1.428\,E_h$; measured against the first of these, the error would be $0.93\,E_h$.

In practice, $w_1$ should be reported with every CC2 root. A small value calls for Newton's method and vector following to find the root, and for a method with interacting doubles before its energy is used. The numerical output below gives the values to more digits.

## Computed values

```
water: bond 0.96 angstrom, angle 104.5 degrees
STO-3G: largest CC2 residual in determinant space 5.9e-13 Eh
STO-3G: largest Jacobian element difference 9.1e-14 Eh
STO-3G HOMO->LUMO single: CC2 0.4713, full CI 0.4553 Eh
STO-3G HOMO^2->LUMO^2 orbital-energy gap 1.9880 Eh
STO-3G same double, determinant energy difference 1.1871 Eh
STO-3G same double: CC2 1.9997, full CI 0.9937 Eh
STO-3G weight of that determinant in full CI state 0.414
6-31G: occupied 5, virtual 8, singles 40, doubles 820
6-31G: HF energy -75.983940 Eh, CC2 energy -76.113779 Eh
HOMO energy -0.50124 Eh, LUMO energy 0.20313 Eh
effective matrix vs eliminated Jacobian: 1.1e-14 Eh
three lowest distinct poles: 1.40873 1.46774 1.50472 Eh
state: CIS/Eh, CC2/Eh, CC2/eV, slope, singles weight, plain steps, Newton steps
 1: 0.34527 0.306825 8.349 -0.0431 0.9587 8 3
 2: 0.41624 0.391364 10.650 -0.0382 0.9632 7 3
 3: 0.43513 0.398275 10.838 -0.0456 0.9564 8 3
 4: 0.51139 0.490201 13.339 -0.0397 0.9618 7 3
largest mutual singles overlap, 12 lowest states: 0.0254
 between states 1 and 9 at 0.30682 and 1.14567 Eh
strength of lowest pole 0.001568 Eh^2
diverging branch 1e-06 Eh below pole -1564.9, above 1570.7 Eh
count: sigma/Eh, states below, branches below, poles below
 1.40773 18 18 0
 1.43823 22 21 1
 1.48623 23 21 2
doubles-dominated: state 20, 1.413694 Eh = 38.469 eV
 singles weight 0.0198, slope -49.4277
 start offset 4.97e-05 Eh, first-step error factor -49.4870
 plain iteration ends at 1.144989 Eh (limit 40 steps)
singles above pole: state 19, 1.413305 Eh = 38.458 eV
 singles weight 0.9932, slope -0.0069
 start offset 4.58e-05 Eh, first-step error factor -0.0069
 plain iteration ends at 1.413305 Eh (limit 40 steps)
main double (orbitals from 1): 5,5 -> 6,6
main single above pole: 3 -> 9
complex eigenvalues of full Jacobian: 0
```
